# Elliott–Yafet spin relaxation and its link to momentum lifetime

A non-equilibrium spin injected into a copper-like wire decays because collisions sometimes reverse it, even when the scatterers carry no magnetic moment. The problem below traces this decay to spin mixing in the Bloch states and compares its time with the momentum lifetime.

The metal is non-magnetic and its crystal has inversion symmetry. The scatterers are static, of one kind, randomly placed, and weak enough for the golden rule. The momentum lifetime $\tau_p$ is the decay time of the electric current. The spin lifetime $\tau_s$ is the decay time of the net spin. Since one flip changes the difference between up and down populations by two, $1/\tau_s$ is twice the single-flip rate.

## (a) Mixing in a general centrosymmetric metal

**Show that each Bloch level is a doublet, that weak spin-orbit coupling acts through other bands, and that spin and momentum rates are both linear in scatterer density.**

**Solution.** Let $\Theta$ be inversion times time reversal. Each factor reverses $\mathbf k$, so $\Theta$ preserves it. For spin one-half, $\Theta^2=-1$. An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. With $a=\Theta\psi$ and $b=\psi$,
$$-\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=\langle\psi|\Theta\psi\rangle ,$$
so the overlap vanishes. The states $\psi$ and $\Theta\psi$ are orthogonal and have the same energy and wave vector. No precession occurs between collisions.

Write the spin-orbit coupling as $\boldsymbol\Lambda\cdot\boldsymbol\sigma$, where $\boldsymbol\Lambda$ acts on orbitals. Let $\theta$ be the orbital part of $\Theta$. Spin is odd under time reversal, so invariance of the product requires $\theta\boldsymbol\Lambda\theta^{-1}=-\boldsymbol\Lambda$. A non-degenerate orbital state $n$ at $\mathbf k$ is mapped by $\theta$ onto itself up to a phase. Therefore
$$\langle n|\boldsymbol\Lambda|n\rangle=\langle\theta n|\theta\boldsymbol\Lambda n\rangle=-\langle n|\boldsymbol\Lambda|n\rangle=0 .$$
The first equality uses antiunitarity and the hermiticity of $\boldsymbol\Lambda$. First-order mixing must come from other bands $m$:
$$|\mathbf k s\rangle\simeq|n\rangle|s\rangle+\sum_{m\ne n}|m\rangle\frac{\boldsymbol\Lambda_{mn}\cdot\boldsymbol\sigma|s\rangle}{E_n-E_m}.$$
A spin-independent scatterer can thus acquire a spin-flip amplitude of first order in the spin-orbit energy, and a flip rate of second order.

For random positions $\mathbf R_i$, the interference terms between different scatterers carry phases $e^{i(\mathbf k-\mathbf k')\cdot(\mathbf R_i-\mathbf R_j)}$ and average out. The golden-rule collision operator is then $K=n_iK_1$, where $n_i$ is the scatterer density and $K_1$ describes unit density. Every decay rate of $K$ is proportional to $n_i$, so changing the density leaves $\tau_s/\tau_p$ fixed. The value of the ratio needs a model.

## (b) The doublet in a solvable model

**An s orbital couples with energy $h$ to a filled p shell at depth $\Delta$ below the Fermi energy. The shell has spin-orbit energy $\lambda X$, with $X=\mathbf L\cdot\boldsymbol\sigma$. Find the states on a spherical Fermi surface and their opposite-spin weight $b^2$.**

**Solution.** Put the Fermi energy at zero. Let $\chi$ be the spinor on the s orbital and $\psi_a$ the spinor on orbital $p_a$. The s–p coupling is $h\hat k_a$, odd in $\mathbf k$; the factor $i$ that accompanies it on a lattice is absorbed into the p orbitals. The p part of the Schrödinger equation is
$$h\hat{\mathbf k}\chi+(-\Delta+\lambda X)\boldsymbol\psi=0,\qquad \boldsymbol\psi=(\Delta-\lambda X)^{-1}h\hat{\mathbf k}\chi .$$

Since $X=\mathbf J^2-\mathbf L^2-\mathbf S^2$, its eigenvalues are $1$ for $j=3/2$ and $-2$ for $j=1/2$. The shell splitting is $3\lambda$, and $(X-1)(X+2)=0$ gives $X^2=2-X$. Any function of $X$ is therefore linear in $X$. Write the inverse as $A+BX$ and match both eigenvalues:
$$A+B=\frac1{\Delta-\lambda},\qquad A-2B=\frac1{\Delta+2\lambda},\qquad B=\frac{\lambda}{(\Delta-\lambda)(\Delta+2\lambda)} .$$
Its square is
$$(A+BX)^2=C+DX,\qquad C=A^2+2B^2,\quad D=2AB-B^2 .$$

In the Cartesian basis $(L_j)_{ab}=-i\epsilon_{jab}$, so
$$\hat{\mathbf k}'X\hat{\mathbf k}=-i\epsilon_{jab}\hat k'_a\hat k_b\sigma_j=-i(\hat{\mathbf k}'\times\hat{\mathbf k})\cdot\boldsymbol\sigma .$$
It vanishes for $\hat{\mathbf k}'=\hat{\mathbf k}$. The s part of the equation then fixes the s-level energy at $-h^2A$, the same for both spins. The weight of the s orbital is $N^2=1/(1+h^2C)$.

For $\chi=\uparrow$, the spin-down part comes from $B(L_x+iL_y)\hat{\mathbf k}$. Since $L_j\hat{\mathbf k}=i\,\mathbf e_j\times\hat{\mathbf k}$, its squared length is
$$B^2\left[(1-\hat k_x^2)+(1-\hat k_y^2)\right]=B^2(1+\hat k_z^2).$$
The angular average of $\hat k_z^2$ is $1/3$, hence
$$\langle b^2\rangle=\tfrac43N^2h^2B^2$$
to leading order. One must also ask whether this pair diagonalizes $\sigma_z$. Its off-diagonal elements at first order in $B$ contain $\hat{\mathbf k}\{X,\sigma_z\}\hat{\mathbf k}=2\hat{\mathbf k}L_z\hat{\mathbf k}=0$. They begin at $B^2$ and alter $b^2$ at order $B^4$.

## (c) The scattering amplitude

**A scatterer shifts the s level by $u_s$ and the p shell by $u_p$, and adds its own spin-orbit term $w_{\rm so}X$ on the shell. Find its matrix element within the Fermi-level doublets.**

**Solution.** The s parts contribute $N^2u_s$. The p parts contribute
$$N^2h^2\,\hat{\mathbf k}'(A+BX)(u_p+w_{\rm so}X)(A+BX)\hat{\mathbf k}.$$
All factors between the unit vectors commute. Using $X^2=2-X$,
$$(C+DX)(u_p+w_{\rm so}X)=(u_pC+2w_{\rm so}D)+[u_pD+w_{\rm so}(C-D)]X .$$
With $\hat{\mathbf k}'\cdot\hat{\mathbf k}=\cos\theta$ and the matrix element of $X$ from part (b),
$$V=\alpha+\beta\cos\theta-i\gamma(\hat{\mathbf k}'\times\hat{\mathbf k})\cdot\boldsymbol\sigma ,$$
$$\alpha=N^2u_s,\quad \beta=N^2h^2(u_pC+2w_{\rm so}D),\quad \gamma=N^2h^2[u_pD+w_{\rm so}(C-D)].$$

The cross product removes spin flips in exact forward and backward scattering. A scatterer with $u_p=w_{\rm so}=0$ has $\gamma=0$ and leaves the doublet spin unchanged, so it causes no lasting spin decay although the Bloch states are mixed. Mixing alone does not determine the flip rate; the scatterer must act on the orbitals that carry it. The terms in $u_p$ and $w_{\rm so}$ enter the same amplitude and can reinforce or cancel. The first is Elliott's contribution from the host states. The second is spin-orbit coupling of the scatterer itself; Yafet's treatment adds the analogous modulation of spin-orbit coupling by lattice vibrations.

## (d) The two decay rates

**Derive $1/\tau_p$ and $1/\tau_s$.**

**Solution.** Spin can point in any direction, so each $\mathbf k$ carries a $2\times2$ density matrix $\rho_{\mathbf k}$. A collision maps a spinor $\phi$ at $\mathbf k'$ to $V\phi$ at $\mathbf k$, and hence $\rho_{\mathbf k'}$ to $V\rho_{\mathbf k'}V^\dagger$. Let $\mathbf n=\hat{\mathbf k}\times\hat{\mathbf k}'$, $c=\cos\theta$ and $a=\alpha+\beta c$. Then
$$VV^\dagger=(a-i\gamma\mathbf n\cdot\boldsymbol\sigma)(a+i\gamma\mathbf n\cdot\boldsymbol\sigma)=a^2+\gamma^2n^2,\qquad n^2=1-c^2 .$$
This is a number, so the loss rate is independent of spin. Particle conservation fixes it, giving
$$\dot\rho_{\mathbf k}=\Gamma\left\langle V\rho_{\mathbf k'}V^\dagger-(a^2+\gamma^2n^2)\rho_{\mathbf k}\right\rangle_{\hat{\mathbf k}'},\qquad \Gamma=\frac{2\pi}{\hbar}n_i\nu .$$
Here $\nu$ is the density of states per spin and volume. For this expression, scatterer strengths are in energy times volume.

*Momentum.* A current along $\mathbf e$ is a spin-independent distribution proportional to $\hat{\mathbf k}\cdot\mathbf e$. Averaging over the azimuth of $\hat{\mathbf k}'$ about $\hat{\mathbf k}$ replaces $\hat{\mathbf k}'$ by $c\hat{\mathbf k}$. Therefore
$$\frac1{\tau_p}=\Gamma\left\langle\left[(\alpha+\beta c)^2+\gamma^2(1-c^2)\right](1-c)\right\rangle .$$
Odd powers of $c$ average to zero and $\langle c^2\rangle=1/3$. Expansion gives
$$\frac1{\tau_p}=\Gamma\left(\alpha^2+\frac{\beta^2}{3}-\frac{2\alpha\beta}{3}+\frac{2\gamma^2}{3}\right).$$

*Spin.* Take $\rho=\tfrac12\mathbf S\cdot\boldsymbol\sigma$ at every $\hat{\mathbf k}$. The two identities needed are
$$[\mathbf n\cdot\boldsymbol\sigma,\mathbf S\cdot\boldsymbol\sigma]=2i(\mathbf n\times\mathbf S)\cdot\boldsymbol\sigma,$$
$$(\mathbf n\cdot\boldsymbol\sigma)(\mathbf S\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)=2(\mathbf n\cdot\mathbf S)\mathbf n\cdot\boldsymbol\sigma-n^2\mathbf S\cdot\boldsymbol\sigma .$$
They show that scattering turns $\mathbf S$ into
$$(a^2-\gamma^2n^2)\mathbf S+2\gamma^2\mathbf n(\mathbf n\cdot\mathbf S)+2a\gamma\,\mathbf n\times\mathbf S .$$
Subtract the loss $(a^2+\gamma^2n^2)\mathbf S$ and average over both directions. At fixed $c$, $\mathbf n$ averages to zero and $n_in_j$ to $n^2\delta_{ij}/3$. The change is $-(2-\tfrac23)\gamma^2n^2\mathbf S$, and $\langle n^2\rangle=2/3$, so
$$\frac1{\tau_s}=\frac89\,\Gamma\gamma^2 .$$

A uniform spin distribution is not quite a decay mode. At fixed $\hat{\mathbf k}$, averaging $\mathbf n\mathbf n$ over $\hat{\mathbf k}'$ gives $(1-\hat{\mathbf k}\hat{\mathbf k})/3$. The gain therefore creates a quadrupolar part
$$-\frac{2\gamma^2}{3}\left[\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf S)-\frac{\mathbf S}{3}\right].$$
For unit $\mathbf S$ its mean square is $(4\gamma^4/9)(2/9)=8\gamma^4/81$. This part itself relaxes at the leading rate $\Gamma(\alpha^2+\beta^2/5)$, because $\langle a^2P_2(c)\rangle=2\beta^2/15$. Second-order perturbation theory then lowers $1/\tau_s$ by about
$$\frac{8\Gamma\gamma^4}{81(\alpha^2+\beta^2/5)} ,$$
which is negligible when $\gamma$ is small.

## (e) The lifetime ratio

**Find $\tau_s/\tau_p$ and relate it to $b^2$ for a scatterer that shifts all orbitals equally. Evaluate it for $\Delta=2.5$ eV, $h=2$ eV and $\lambda=0.05$ eV.**

**Solution.** Dividing the rates cancels $\Gamma$:
$$\boxed{\tau_s=R\,\tau_p,\qquad R=\frac{9}{8\gamma^2}\left(\alpha^2+\frac{\beta^2}{3}-\frac{2\alpha\beta}{3}+\frac{2\gamma^2}{3}\right)}$$
Density has disappeared. Within the golden rule, so has the overall scatterer strength $U$, since numerator and denominator both scale as $U^2$. For strong scatterers $R$ depends on $U$, as part (g) shows.

For equal shifts, set $u_s=u_p=U$ and $w_{\rm so}=0$. Let $w=h^2/(\Delta^2+h^2)$ be the shell weight without spin-orbit coupling. For $\lambda\ll\Delta$, $A\simeq1/\Delta$ and $B\simeq\lambda/\Delta^2$, so
$$\frac{\alpha}{U}\simeq1-w,\quad\frac{\beta}{U}\simeq w,\quad\frac{\gamma}{U}\simeq\frac{2w\lambda}{\Delta},\quad \langle b^2\rangle\simeq\frac{4w}{3}\frac{\lambda^2}{\Delta^2}.$$
Thus $\gamma^2\simeq3wU^2\langle b^2\rangle$. The momentum bracket becomes $U^2[(1-w)^2+w^2/3-2w(1-w)/3]$, and
$$\frac{\tau_p}{\tau_s}\simeq\frac{(8/3)w}{1-8w/3+2w^2}\langle b^2\rangle .$$
This is Elliott's relation with its prefactor for this model. When $w$ is small, the flip probability is much smaller than $b^2$, because a flip needs shell character in both the initial and final states.

For the stated energies, $A=0.4003$ eV$^{-1}$, $B=0.00785$ eV$^{-1}$, $D=0.00622$ eV$^{-2}$ and $N^2=0.609$. The mixing is
$$\langle b^2\rangle=\tfrac43(0.609)(2)^2(0.00785)^2=2.00\times10^{-4}.$$
The amplitudes in units of $U$ are $\alpha=0.609$, $\beta=0.391$ and $\gamma=0.0152$. They give $1/(\Gamma\tau_p)=0.2635$ and $1/(\Gamma\tau_s)=2.044\times10^{-4}$ in units of $U^2$, hence $R=1289$. The weak-mixing relation with $w=0.390$ and this $\langle b^2\rangle$ gives 1267. Elliott's prefactor $\tau_p/(\tau_s\langle b^2\rangle)$ is 3.9 here.

The collision operator was also diagonalized numerically, with $8\times8$ eigenvectors at 32 quadrature directions. Its spin rate is $2.04373\times10^{-4}$, against $2.04386\times10^{-4}$ from the formula. The difference, $1.3\times10^{-8}$, agrees with the quadrupolar correction of part (d). Doubling $\lambda$ raises the numerical spin rate by a factor 3.79. The factor is below 4 because expansion of $D$ gives $\gamma^2\propto\lambda^2(1-3\lambda/\Delta)$ at the next order. This term alone gives about 3.75; higher orders supply the rest.

## (f) Does the proportionality survive without a kinetic equation?

**Compare the result with quantum evolution in a finite random system at two scatterer densities.**

**Solution.** The simulated system has 450 wave vectors in random directions, with energies evenly spaced over a window of width 1. Each carries the doublet for $\Delta=2$, $h=1$ and $\lambda=1.2$ eV. This strong coupling makes spin decay fast enough for a small sample. The Hamiltonian contains 2000, then 4000, randomly placed scatterers of equal strength and alternating sign. It was diagonalized, and decay rates were read from the current and spin autocorrelations of states in the central part of the window. There was one random sample per density.

| Scatterers | Current rate (formula) | Spin rate (formula) | $\tau_s/\tau_p$ |
|---|---|---|---|
| 2000 | 0.0185 (0.0192) | 0.0042 (0.0052) | 4.4 |
| 4000 | 0.0362 (0.0383) | 0.0088 (0.0103) | 4.1 |

Rates are in units of the window width divided by $\hbar$. Doubling the density roughly doubles both rates, while their ratio changes by 6%. This is consistent with the proportionality, but one sample per density does not show how much of the 6% is random scatter. The formula predicts a ratio of 3.7. The spin rates lie 19% and 15% below their predicted values, a larger deficit than for the current. The quadrupolar correction of part (d) accounts for only about 2%. The spin rates are just two to four times the level spacing $1/450$, so finite size is a likely contributor both to the deficit and to the 6% change, but the cause was not isolated. The simulation therefore supports the scaling better than it supports the numerical coefficient.

## (g) A copper-like interconnect

**Use the example of part (e) with $k_F=13.6$ nm$^{-1}$, the free-electron mass and $\tau_p=25$ fs. Find the spin diffusion length, then shorten $\tau_p$ by adding scatterers of the same kind. Which neglected effects matter?**

**Solution.** The spin lifetime is $\tau_s=1289\times25$ fs $=32$ ps. The Fermi velocity $v_F=\hbar k_F/m$ is $1.57\times10^6$ m/s, and the diffusion constant $\mathcal D=v_F^2\tau_p/3$ is 207 cm$^2$/s. In a steady state, $\mathcal D\,s''=s/\tau_s$, so the spin density $s$ decays over
$$\ell_s=\sqrt{\mathcal D\tau_s}=v_F\tau_p\sqrt{R/3}=816\ \text{nm}.$$
The resistivity is $\rho=m/(ne^2\tau_p)$ with $n=k_F^3/3\pi^2$.

| $\tau_p$ (fs) | $\rho$ ($\mu\Omega$ cm) | $\tau_s$ (ps) | $\ell_s$ (nm) |
|---|---|---|---|
| 25 | 1.67 | 32.2 | 816 |
| 12.5 | 3.34 | 16.1 | 408 |
| 5 | 8.35 | 6.4 | 163 |

At fixed $R$, both $\tau_s$ and $\ell_s$ are inversely proportional to resistivity. The length is linear in $\tau_p$ because both factors under its square root are.

These lifetimes strain the weak-scatterer assumption. With one electron per atom, $\nu=0.106$ eV$^{-1}$ per spin and atom. A shift $U=1$ eV, with $\pi\nu U=0.33$, would have to occupy about 15% of the sites to give 25 fs and nearly 80% to give 5 fs. Reaching 5 fs with 4 to 7% of the sites needs $U$ of 4 to 8 eV, where the golden rule fails. Replacing $U$ by a $t$-matrix that keeps only the on-shell part of repeated scattering lowers $R$ to about 870 at 4 eV and 530 at 8 eV. For dilute scatterers $R$ remains independent of density, but the value 1289 is a weak-scattering result.

The value of $R$ is far less secure than this scaling. With all other parameters fixed:

- A shell depth of 2 eV gives $R=322$; a depth of 3 eV gives 4135.
- Halving $u_p$ at fixed $u_s$ gives $R=5960$, mainly because $\gamma^2$ falls by four.
- A scatterer spin-orbit term $w_{\rm so}=+0.05U$ gives $R=258$, while $-0.02U$ gives 5063. The first reinforces the host amplitude and the second partly cancels it.

If a line contains several kinds of scatterer, their rates add in this isotropic model, and $1/\tau_s=\sum_i1/(R_i\tau_{p,i})$. Adding a kind with a different $R_i$ changes the overall ratio. A plot of $1/\tau_s$ against resistivity then has a slope set by the added kind, and generally an offset.

The resistivity and $\tau_p$ are close to those of bulk copper at room temperature. The spin diffusion length of real copper there is roughly a few hundred nanometres, so the model value is on the long side. Copper has a d shell spread over a few electronvolts, for which the single p shell is a stand-in. The variation above shows that moving the single shell by 0.5 eV already changes $R$ by a factor of about three or four; the effect of replacing d orbitals by p orbitals was not tested. In real lines, phonons, grain boundaries and surfaces also scatter, and need not share one $R$.

Other effects can be sized for the 25 fs case. At 300 K, $k_BT=0.026$ eV; moving from $k_BT$ below to $k_BT$ above the Fermi energy raises $R$ by 14% if $h$ is held fixed. A rough phonon energy of 0.03 eV is comparable with $k_BT$, so phonon collisions are not elastic on the thermal scale, though this energy is about 1% of $\Delta$. Collision broadening is set by the total collision rate $1/\tau=\Gamma(\alpha^2+\beta^2/3+2\gamma^2/3)$, which is 1.6 times $1/\tau_p$ here. This gives $\hbar/\tau=0.042$ eV, and $(\hbar/\tau\Delta)^2\approx3\times10^{-4}$ suggests little change in the mixing. That estimate fails where another band comes close to the Fermi level, as does the expansion in $\lambda/\Delta$.

Broken inversion symmetry, for instance at an interface, can reverse the trend. It splits the doublets by $\hbar\Omega$, and spins precess through an angle of order $\Omega\tau_p$ between collisions. Random accumulation of these angles gives a relaxation rate of order $\Omega^2\tau_p$, which falls as collisions become more frequent. It competes with the present mechanism when $\hbar\Omega\sim\hbar/\sqrt{\tau_p\tau_s}$, about 0.7 meV here. The proportionality $\tau_s\propto\tau_p$ therefore requires splittings well below this scale, as well as a fixed kind of scatterer.
